# Equality of Blocking and Channelling Dips at Negligible Energy Loss, part 2

Fast ions sent into a crystal along a row of atoms rarely meet nuclei on lattice sites (the channelling dip). Ions emitted from such sites rarely emerge along a row (the blocking dip). We ask how closely the two dips agree for a real crystal.

The channelling yield $\chi_c$ is the ion flux (density times speed) at a site $\mathbf r$ relative to the flux outside. The blocking yield $\chi_b$ is the outside intensity of an isotropic source at the site, relative to its value without the crystal. The unit vector $\boldsymbol\Omega$ points from crystal to detector, the beam travels along $-\boldsymbol\Omega$, and $\boldsymbol\omega$ is the direction of emission at the site. For classical ions of the same kind, with mass $m$, momentum $p$ and total energy $E$, in a static potential $V$ that leaves out the field of the struck or emitting atom,

$$
\boxed{\;\chi_c(\mathbf r,-\boldsymbol\Omega)=\left[1-\frac{V(\mathbf r)}{E}\right]\chi_b(\mathbf r,\boldsymbol\Omega)\;} \tag{11}
$$

The proof uses two properties of the motion: it conserves phase-space volume, and it can be run backwards. Drag destroys both. If every emitted ion escapes,

$$
\int\frac{d\Omega}{4\pi}\,\chi_b(\mathbf r,\boldsymbol\Omega)=\int\frac{d\omega}{4\pi}=1 . \tag{13}
$$

The example is 2 MeV helium ions near the $c$ axis of a Bi$_2$Te$_3$ film, with Bi nuclei as the sites. The model inputs are $a=0.438$ nm, $c=3.05$ nm, height parameters 0.400 (Bi) and 0.2095 (Te) in units of $c$, and root-mean-square vibration $u=0.010$ nm in each direction. Each row along $c$ holds two Bi and three Te atoms per length $c$, with mean spacing $d=0.61$ nm and mean nuclear charge $\bar Z=64.4$.

The closing list of values also covers an earlier check of (11), the "3D model": one ray among three repulsive Gaussian hills, with $E=m=1$. There "drag" is $\gamma$ in the force $-\gamma\mathbf p$, and "mismatch" is the relative deviation of the beam yield from the prediction of (11).

### Deflection by one atom

Let $Z_1=2$ be the charge number of the ion and $Z_2$ that of the atom, and let $e^2$ stand for $1.44$ eV nm, the Coulomb energy of two elementary charges times their distance. The Molière potential is

$$
V_{\rm at}(r)=\frac{Z_1Z_2e^2}{r}\sum_i\alpha_i e^{-\kappa_i r},\qquad \kappa_i=\frac{\beta_i}{a_s}, \tag{15}
$$

with $\alpha_i=(0.10,\,0.55,\,0.35)$ and $\beta_i=(6.0,\,1.2,\,0.3)$. The screening length $a_s$ is the Thomas–Fermi value of the target atom, 0.0107 nm for Bi.

At small deflection the ion passes at a nearly constant distance $\rho$ with speed $v$. It receives the transverse momentum $-\nabla_\rho\int V_{\rm at}\,dz/v$. Division by $p$, with $pv=2E$, turns this into an angle. With $z=\rho\sinh t$ we have $r=\rho\cosh t$ and $dz/r=dt$, so

$$
\int_{-\infty}^{\infty}\frac{e^{-\kappa r}}{r}\,dz=\int_{-\infty}^{\infty}e^{-\kappa\rho\cosh t}\,dt=2K_0(\kappa\rho), \tag{16}
$$

where $K_0$ is the modified Bessel function. Since $K_0'=-K_1$, the deflection away from the atom is

$$
\Delta\theta(\rho)=-\frac{1}{2E}\frac{d}{d\rho}\int V_{\rm at}\,dz=\frac{Z_1Z_2e^2}{E}\sum_i\alpha_i\kappa_iK_1(\kappa_i\rho). \tag{17}
$$

The two factors of 2 cancel. A Bi atom passed at 0.0507 nm deflects the ion by 0.0218°. At this distance, steering through an angle of the order of 1° takes the joint effect of many atoms in a row.

### The dip of a single row

That joint effect can be estimated by spreading the atoms evenly along the row. Equation (16) divided by the spacing $d$ gives the row potential

$$
U(\rho)=\frac{1}{d}\int V_{\rm at}\,dz=\frac{2Z_1\bar Ze^2}{d}\sum_i\alpha_iK_0(\kappa_i\rho), \tag{18}
$$

in which the mixed row is represented by its mean charge and one screening length. The potential does not depend on $z$, so the transverse energy is conserved. An ion at a small angle $\theta$ to the row has transverse kinetic energy $p^2\theta^2/2m=E\theta^2$. The angle at which this equals the prefactor in (18) is the Lindhard angle,

$$
\psi_1=\sqrt{\frac{2Z_1\bar Ze^2}{Ed}}=\sqrt{\frac{4\times64.4\times1.44}{2\times10^6\times0.61}}=0.0174\ \text{rad}=1.00^\circ . \tag{19}
$$

Consider an ion emitted at distance $\rho$ from the row axis with angle $\theta$. Far from the row, where $U$ has died away, its angle $\psi$ satisfies

$$
E\psi^2=E\theta^2+U(\rho). \tag{20}
$$

No ion from this point can emerge with $\psi^2<U(\rho)/E$. Above that limit, $d(\psi^2)=d(\theta^2)$. The solid angle of a narrow ring is $\pi\,d(\theta^2)$ before and $\pi\,d(\psi^2)$ after, so rings keep their size. Averaged over azimuth, the blocking yield in this picture is therefore a step: 0 below the limit and 1 above it. By (11) the channelling yield for beams averaged over azimuth is the same step, since $V/E$ is negligible here.

Vibration gives the distance $\rho$ the probability density $(\rho/u^2)e^{-\rho^2/2u^2}$. Define $\rho_c(\psi)$ by $U(\rho_c)=E\psi^2$. Sites farther out than $\rho_c$ contribute, and

$$
\langle\chi_b\rangle=\int_{\rho_c}^{\infty}\frac{\rho}{u^2}\,e^{-\rho^2/2u^2}\,d\rho=e^{-\rho_c^2/2u^2}. \tag{21}
$$

The yield is one half at $\rho_c=u\sqrt{2\ln2}$, whatever the energy. The half-width $\psi_h$ obeys $E\psi_h^2=U(u\sqrt{2\ln 2})$ and thus varies as $E^{-1/2}$. For the present row it gives $\psi_h=0.81^\circ$. This estimate leaves out the other rows, the graininess of the row and the surface, where the first atoms are not shadowed. The graininess is not negligible here. Spreading the atoms evenly requires roughly $\psi_1<a_s/d$, and $0.0174$ is only just below $a_s/d=0.019$. A single Bi atom passed at $\rho_c=0.0118$ nm deflects the ion by 0.34°. The step also has no excess to balance the dip, as (13) requires; that excess lies at larger angles, where the picture of an evenly spread row fails.

### Two separate counts

A simulation with individual atoms retains these features. The film is a stack of atomic layers. In each layer the nearest atom, displaced at random by its vibration, deflects the ion according to (17), and between layers the ion moves in a straight line. The sites are the 18 Bi layers at depths from 6.30 to 15.05 nm, with mean depth 10.67 nm.

For channelling, ions enter at random points of the surface, with directions spread evenly over rings of incidence angle. Let $A=\sqrt3\,a^2/2$ be the area per atom within one layer. Three rows pass through this area, but each layer has an atom on only one of them. One unsteered ion per area $A$ has transverse density $1/A$. The yield is therefore $A$ times the mean of the thermal density of the Bi nucleus, taken at the points where the ions cross its layer. For blocking, ions start from displaced Bi nuclei with directions spread over a cone of half-angle 6°, and their exit angles are counted. Ions emitted outside this cone and scattered into the recorded range are missed.

| Angle to $c$ axis (deg) | Channelling | Blocking |
|---|---|---|
| 0.00–0.25 | 0.008 ± 0.002 | 0.006 ± 0.002 |
| 0.25–0.50 | 0.019 ± 0.003 | 0.022 ± 0.002 |
| 0.50–0.75 | 0.288 ± 0.013 | 0.284 ± 0.004 |
| 0.75–1.00 | 0.844 ± 0.026 | 0.833 ± 0.007 |
| 1.00–1.25 | 1.023 ± 0.028 | 0.992 ± 0.007 |
| 1.25–1.50 | 1.012 ± 0.027 | 1.005 ± 0.008 |
| 1.50–1.75 | 1.008 ± 0.026 | 1.018 ± 0.008 |
| 1.75–2.00 | 1.001 ± 0.024 | 0.995 ± 0.008 |
| 2.00–2.25 | 1.011 ± 0.024 | 1.011 ± 0.008 |
| 2.25–2.50 | 1.018 ± 0.023 | 1.047 ± 0.008 |

The errors are statistical standard errors. The largest difference between the columns is 1.2 combined standard errors, and the sum of squared differences in these units is 4.0 for ten intervals. Interpolation between the centres of the intervals gives half-widths of 0.72° in both cases, about a tenth below the single-row estimate of 0.81°. In this layered model the blocking half-width is 0.98° at 1 MeV and 0.53° at 4 MeV, so it varies roughly as $E^{-0.45}$ rather than $E^{-1/2}$. The blocking yield of 1.047 in the last interval should not be read as an established feature: runs with other random numbers and cones of 6° and 10° give 1.02 and 1.01, each with an error near 0.01.

The agreement supports the counting argument, not the accuracy of the Molière potential. In the simulation a deflection changes the transverse angle by a function of position, and a flight changes the position by a multiple of the angle. Each step shifts one pair of variables by an amount that depends on the other pair, so its Jacobian determinant is 1. Each can also be run backwards. The layered model thus has the two properties used in the first half, and another atomic potential in (17) would change both dips together.

### The effect of energy loss

Drag acts along the velocity. It lowers the energy and leaves the direction unchanged. This suggests an estimate for the dip widths when both ions start with energy $E_0$. The emitted ion leaves the row at full energy, so its limiting angle satisfies $E_0\psi_b^2=U$, and later drag does not alter that angle. The beam ion keeps its angle of incidence until it reaches the row, where its energy has fallen to $E_s$. Its limiting angle satisfies $E_s\psi_c^2=U$. At equal $U$,

$$
\frac{\psi_c}{\psi_b}=\sqrt{\frac{E_0}{E_s}}\approx1+\frac{\Delta E}{2E_0},\qquad \Delta E=E_0-E_s\ll E_0 . \tag{22}
$$

The channelling dip should be the wider one. With a rough stopping power of 300 eV/nm, the loss down to the mean site depth is $300\times10.67=3.2$ keV, or 0.16 per cent of 2 MeV. The estimated difference in width is then 0.08 per cent, far below the statistical resolution of the table.

To make the effect visible, the simulation was repeated with an artificial loss of 50 per cent of the energy over 15.05 nm, all other settings of the crystal being held fixed. The sum of squared differences rises from 4.0 to 141, so the two dips no longer agree. The half-widths are 0.84° for channelling and 0.74° for blocking, a ratio of 1.13; narrower angular intervals raise the ratio to about 1.14 or 1.15. The square root in (22), averaged over the site depths, gives 1.25.

The sign is right, but the estimate is about twice too large in its departure from 1. It also predicts an unchanged blocking width, whereas the simulated one grows slightly, from 0.72° to 0.74°. Equation (22) ignores the energy lost while the ion is still close to its row; how much of the difference this explains was not tested. The figure of 0.08 per cent should accordingly be read as an order of magnitude.

### Other neglected effects

**Potential at the site.** The nearest Te neighbours, at 0.307 nm, contribute 0.11 eV each, those at 0.324 nm 0.07 eV each, and all atoms together about 0.55 eV. Even a hundred such contributions would give $V/E$ below $10^{-5}$, so the factor in (11) can be dropped.

**Size of the encounter.** A head-on collision of the ion with a fixed Bi nucleus turns back at the distance $Z_1Z_2e^2/E=2\times83\times1.44/(2\times10^6)=1.2\times10^{-4}$ nm. This is about one per cent of the vibration amplitude. For wide-angle scattering the flux averaged over the vibrations is thus nearly uniform over the encounter, which justifies separating the atom's own field in the averaged yields. In a single frozen arrangement the flux can still change sharply at the edge of the shadow behind a neighbouring atom.

**Lattice motion.** The ion takes 1.1 fs to travel the mean site depth. Lattice vibrations have periods of roughly a few tenths of a picosecond or more, so the atoms are practically at rest during the passage.

**Recoil.** A deflection by $\psi_1$ in a single collision would give a Bi atom of mass $M_2$ the momentum $p\psi_1$ and the energy $p^2\psi_1^2/2M_2=E\psi_1^2\,m/M_2$. This is 12 eV, small beside the 3.2 keV of stopping.

**Scattering by electrons.** Suppose that the whole loss goes to free electrons of mass $m_e$ at rest. A momentum transfer $q$ costs the energy $q^2/2m_e$, so the squared transfers add up to $2m_e\Delta E$. Their transverse parts are no larger. Adding independent deflections in squares and dividing by $p^2=2mE$ gives

$$
\langle\theta_e^2\rangle\le\frac{m_e}{m}\,\frac{\Delta E}{E}. \tag{23}
$$

With $\Delta E/E=0.0016$, the root-mean-square angle is at most 0.027° under these assumptions. That is about 4 per cent of the half-width.

**Wave character.** The wavelength is $\lambda=1.0\times10^{-5}$ nm. An ion confined to a region of size $\rho$ has an angular spread of order $\lambda/2\pi\rho$. At $\rho=0.0507$ nm this is about 0.002°, a tenth of the deflection by a single Bi atom at the same distance. The classical description of that collision is therefore reasonable.

### Comparison with a backscattering measurement

The energy and direction chosen here are suited to backscattering analysis of a Bi$_2$Te$_3$ film, but the depth window is narrower than such an analysis would usually resolve. A silicon detector separates energies roughly 10 to 20 keV apart. With about 300 eV/nm lost on the way in and again on the way out, this corresponds to some 17 to 33 nm. A deeper window raises the loss: at 100 nm it is about 30 keV, or 1.5 per cent, and (22) then puts the difference in width near 0.8 per cent.

The assumption most clearly broken is that of equal energies. An ion scattered straight back from a free Bi atom keeps 92.6 per cent of its energy. If the half-width varies as $E^{-1/2}$, as in the single-row estimate, the blocking dip on its way out is wider than the channelling dip on its way in by $0.926^{-1/2}-1=3.9$ per cent; with the exponent 0.45 of the layered model the figure is 3.5 per cent. This is forty to fifty times the estimated effect of stopping in the example. The difference does not contradict (11), which compares ions of equal energy. A measured pair of dips should be brought to a common energy before a remaining difference is taken as a sign of energy loss, of damage done between the two measurements, or of different emitting and struck sites.

## Values computed for the example and the checks

```
3D MODEL (energy 1, hill width 1, mass 1)
1 - V(site)/E: 0.827089
blocking intensity: 0.227010
beam flux at site: 0.187757
relative mismatch, no loss: 2.5e-07
drag 0.001: energy lost 1.66 %, mismatch -2.192 %
drag 0.002: energy lost 3.31 %, mismatch -4.397 %
magnetic field kept: mismatch -1.567 %
magnetic field reversed: mismatch 2.3e-07
He IN Bi2Te3 ALONG c
energy: 2.0 MeV; a 0.438 nm; c 3.05 nm
height parameters: Bi 0.4, Te 0.2095 of c
rms vibration per direction: 0.01 nm
Bi site depths: 6.30 to 15.05 nm, mean 10.67 nm, 18 layers
row: mean charge 64.4, mean spacing 0.610 nm
Lindhard angle: 0.999 deg
screening length of Bi: 0.01074 nm
deflection by Bi at 0.0507 nm: 0.0218 deg
angle range (deg): channelling +- error | blocking +- error
0.00-0.25: 0.008 +- 0.002 | 0.006 +- 0.002
0.25-0.50: 0.019 +- 0.003 | 0.022 +- 0.002
0.50-0.75: 0.288 +- 0.013 | 0.284 +- 0.004
0.75-1.00: 0.844 +- 0.026 | 0.833 +- 0.007
1.00-1.25: 1.023 +- 0.028 | 0.992 +- 0.007
1.25-1.50: 1.012 +- 0.027 | 1.005 +- 0.008
1.50-1.75: 1.008 +- 0.026 | 1.018 +- 0.008
1.75-2.00: 1.001 +- 0.024 | 0.995 +- 0.008
2.00-2.25: 1.011 +- 0.024 | 1.011 +- 0.008
2.25-2.50: 1.018 +- 0.023 | 1.047 +- 0.008
chi-square for 10 bins: 4.0
largest deviation: 1.16 standard errors
half-width: channelling 0.720 deg, blocking 0.723 deg
EXAGGERATED LOSS, 50 % of energy over 15.05 nm
half-width: channelling 0.839 deg, blocking 0.741 deg
width ratio: 1.133; estimate 1.254
chi-square: 141
NEGLECTED EFFECTS
rough stopping 300 eV/nm: loss to mean depth 3.20 keV = 0.160 %
dip width shift from loss: 0.080 %
electron scattering, upper bound: 0.0268 deg
recoil energy for one Lindhard-angle deflection by Bi: 11.6 eV
potential of a Te neighbour at 0.324 nm: 0.069 eV
He wavelength: 1.02e-05 nm
transit time to mean depth: 1.09 fs
energy kept after 180 deg scattering from Bi: 92.6 %, blocking dip wider by 3.9 %
```
